# Ten-Year Failure Probability from a Constant 100 FIT Hazard: a numerical check

```python
# Result under test: a constant hazard of 100 FIT gives a ten-year failure
# probability F = 1 - exp(-lam*t) of about 0.87 percent.
# lam: hazard per hour of a working part; t: operating time in hours;
# x = lam*t; 1 FIT = 1 failure per 1e9 device-hours.
# Wear-out comparison: lognormal lifetimes with shape sigma and a median life.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammainc
from scipy.stats import lognorm, norm

fit_value = 100.0
years = 10.0
hours_per_year = 365 * 24
lam = fit_value * 1e-9
t = years * hours_per_year
x = lam * t
F = -np.expm1(-x)


def hourly_failure(number_of_hours):
    """Failure probability from repeated one-hour survival trials."""
    surviving = 1.0
    for _ in range(number_of_hours):
        surviving -= surviving * lam
    return 1.0 - surviving


# One-hour steps differ from continuous time by about lam**2 * t / 2 = 4e-10.
F_hourly = hourly_failure(int(t))
assert abs(F_hourly - F) < 1e-9
assert round(100 * F_hourly, 2) == 0.87
lower = x - x**2 / 2
assert lower < F_hourly < x
assert round(100 * x, 2) == 0.88

# Leap days: average year of 365.25 days.
t_leap = years * 365.25 * 24
F_leap = -np.expm1(-lam * t_leap)
assert abs(hourly_failure(int(round(t_leap))) - F_leap) < 1e-9
assert round(100 * F_leap, 2) == 0.87

# With immediate replacement, the k-th failure time is a sum of k lifetimes.
replacement_count = sum(gammainc(k, x) for k in range(1, 20))
assert abs(replacement_count - x) < 1e-12

# Mean life as the area under the survival curve, in units of 1e7 h.
scale = 1e7
mean_life = scale * quad(lambda u: np.exp(-lam * scale * u), 0, np.inf)[0]
assert abs(mean_life * lam - 1) < 1e-7

# Wear-out population with the same failure probability at ten years.
sigma = 0.3
median = t * np.exp(-sigma * norm.ppf(F))
wear = lognorm(s=sigma, scale=median)


def hazard(population, time):
    return population.pdf(time) / population.sf(time)


cumulative = quad(lambda s: hazard(wear, s), 0, t,
                  epsabs=1e-12, epsrel=1e-10, limit=200)[0]
assert abs(-np.expm1(-cumulative) - wear.cdf(t)) < 1e-9
average_fit = cumulative / t * 1e9
assert abs(average_fit - fit_value) < 1e-4
step = 10.0
slope = -(wear.logsf(t + step) - wear.logsf(t - step)) / (2 * step)
assert abs(slope / hazard(wear, t) - 1) < 1e-5
ages = np.linspace(1, years, 50) * hours_per_year
assert np.all(np.diff(hazard(wear, ages)) > 0)

# Another wear-out population: its instantaneous hazard at ten years is lam.
median_end = brentq(
    lambda m: hazard(lognorm(s=sigma, scale=m), t) / lam - 1, t, 10 * t)
wear_end = lognorm(s=sigma, scale=median_end)
F_end = wear_end.cdf(t)
cumulative_end = quad(lambda s: hazard(wear_end, s), 0, t,
                      epsabs=1e-13, epsrel=1e-10, limit=200)[0]
assert abs(-np.expm1(-cumulative_end) - F_end) < 1e-9
assert F_end < F

# Hotter line: every lifetime is divided by the Arrhenius factor.
activation = 0.9
T_rated, T_hot = 378.0, 388.0
k_eV = constants.k / constants.e
factor = np.exp(activation / k_eV * (1 / T_rated - 1 / T_hot))
F_hot = -np.expm1(-factor * x)
# Rounding to whole hours changes the probability by at most 5e-8.
assert abs(hourly_failure(int(round(factor * t))) - F_hot) < 1e-7
hot_wear = lognorm(s=sigma, scale=median / factor)
F_hot_wear = quad(hot_wear.pdf, 0, t, epsabs=1e-11, limit=200)[0]
z_hot = norm.ppf(F) + np.log(factor) / sigma
assert abs(F_hot_wear - norm.cdf(z_hot)) < 1e-8

# Half-time operation without ageing while off.
duty = 0.5
F_duty = -np.expm1(-duty * x)
assert abs(hourly_failure(int(duty * t)) - F_duty) < 1e-9

parts = 10000
t15 = 15 * hours_per_year
t1 = hours_per_year
print(f"Rated hazard: {fit_value:.0f} FIT")
print(f"Hazard: {lam:.1e} per hour")
print(f"Hours per 365-day year: {hours_per_year} h")
print(f"Operating time, {years:.0f} years: {t:.0f} h")
print(f"Product x = lam*t: {x:.5f}")
print(f"Half square x^2/2: {x**2 / 2:.4e}")
print(f"Cubic term x^3/6: {x**3 / 6:.3e}")
print(f"Lower bound x - x^2/2: {100 * lower:.5f} %")
print(f"Linear estimate x: {100 * x:.3f} %")
print(f"Ten-year failure probability F: {100 * F:.5f} %")
print(f"F from hourly survival trials: {100 * F_hourly:.5f} %")
print(f"F rounded: {100 * F:.2f} %")
print(f"Ten-year survival probability: {100 * (1 - F):.3f} %")
print(f"F with 365.25-day years: {100 * F_leap:.4f} %")
print(f"Number of parts: {parts}")
print(f"Expected failures, no replacement: {parts * F:.1f}")
print(f"Expected failures, replacement: {parts * replacement_count:.1f}")
print(f"Mean life: {mean_life:.3e} h")
print(f"Mean life: {mean_life / hours_per_year:.0f} years")
print(f"Lognormal shape sigma (rough): {sigma:.1f}")
print(f"Matched wear-out median: {median / hours_per_year:.1f} years")
print(f"Wear-out ten-year average hazard: {average_fit:.1f} FIT")
print(f"Wear-out hazard at year 10: {hazard(wear, t) * 1e9:.0f} FIT")
print(f"One-year F, constant hazard: {-100 * np.expm1(-lam * t1):.4f} %")
print(f"One-year F, wear-out: {100 * wear.cdf(t1):.1e} %")
print(f"15-year F, constant hazard: {-100 * np.expm1(-lam * t15):.2f} %")
print(f"15-year F, wear-out: {100 * wear.cdf(t15):.1f} %")
print(f"Ten-year F if wear-out reaches 100 FIT at year 10: {100 * F_end:.3f} %")
print(f"Activation energy (rough): {activation:.1f} eV")
print(f"Rated line temperature: {T_rated:.0f} K")
print(f"Hotter line temperature: {T_hot:.0f} K")
print(f"Arrhenius lifetime factor: {factor:.2f}")
print(f"Ten-year F at hotter line, constant hazard: {100 * F_hot:.2f} %")
print(f"Ten-year F at hotter line, wear-out: {100 * F_hot_wear:.0f} %")
print(f"Operating fraction for duty example: {duty:.1f}")
print(f"Ten-year F at this duty: {100 * F_duty:.3f} %")
print("verified")
```

Printed output:

```
Rated hazard: 100 FIT
Hazard: 1.0e-07 per hour
Hours per 365-day year: 8760 h
Operating time, 10 years: 87600 h
Product x = lam*t: 0.00876
Half square x^2/2: 3.8369e-05
Cubic term x^3/6: 1.120e-07
Lower bound x - x^2/2: 0.87216 %
Linear estimate x: 0.876 %
Ten-year failure probability F: 0.87217 %
F from hourly survival trials: 0.87217 %
F rounded: 0.87 %
Ten-year survival probability: 99.128 %
F with 365.25-day years: 0.8728 %
Number of parts: 10000
Expected failures, no replacement: 87.2
Expected failures, replacement: 87.6
Mean life: 1.000e+07 h
Mean life: 1142 years
Lognormal shape sigma (rough): 0.3
Matched wear-out median: 20.4 years
Wear-out ten-year average hazard: 100.0 FIT
Wear-out hazard at year 10: 908 FIT
One-year F, constant hazard: 0.0876 %
One-year F, wear-out: 4.5e-22 %
15-year F, constant hazard: 1.31 %
15-year F, wear-out: 15.3 %
Ten-year F if wear-out reaches 100 FIT at year 10: 0.076 %
Activation energy (rough): 0.9 eV
Rated line temperature: 378 K
Hotter line temperature: 388 K
Arrhenius lifetime factor: 2.04
Ten-year F at hotter line, constant hazard: 1.77 %
Ten-year F at hotter line, wear-out: 50 %
Operating fraction for duty example: 0.5
Ten-year F at this duty: 0.437 %
verified
```
